# Transmission blocking by a strained strip in ballistic graphene: a numerical check

```python
"""Transport blocking by a uniformly strained strip in ballistic graphene.

Result under test: with conserved transverse momentum k_y, no mode propagates
through both unstrained leads and strip when |E| < E_star, where
    E_star = v*Delta/2 = 3*beta*|strain|*t0/8         (first order in strain)
    E_star = t0*|t2-t1|/(t0+t2)                       (finite strain)
Symbols: x is the transport direction (armchair), y runs along the interface;
strain = u_xx, with u_yy = u_xy = 0; a = bond length; t0 = unstrained hopping;
t1 = strained hopping on bonds along x, t2 = on the other two bonds;
beta sets the hopping t(d) = t0*exp(-beta*(d/a-1)) at bond length d;
v = 3*t0*a/2 (hbar = 1); Delta = beta*|strain|/(2a);
q = k_y distance from the lead cone towards the strip cone.
Energies are in eV and lengths in angstrom unless a label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar, root

a, t0, beta = 1.42, 2.7, 3.0
v = 1.5 * t0 * a
K_y = 4 * np.pi / (3 * np.sqrt(3) * a)


def strained_bonds(strain, angle=0.0):
    """Bond vectors and hoppings; angle is between x and an armchair axis."""
    phi = angle + np.array([0, 2, 4]) * np.pi / 3
    vectors = a * np.column_stack([(1 + strain) * np.cos(phi), np.sin(phi)])
    lengths = np.linalg.norm(vectors, axis=1)
    return vectors, t0 * np.exp(-beta * (lengths / a - 1))


def band_edge(ky, strain):
    """Lowest |energy| over k_x at fixed k_y, from the explicit Bloch sum."""
    vectors, hops = strained_bonds(strain)
    kx = np.linspace(-np.pi, np.pi, 121) / (1.5 * a * (1 + strain))
    ky = np.atleast_1d(ky)
    lowest = np.full(ky.shape, np.inf)
    for k in kx:
        bloch = sum(t * np.exp(1j * (k * r[0] + ky * r[1]))
                    for t, r in zip(hops, vectors))
        lowest = np.minimum(lowest, abs(bloch))
    return lowest


def threshold_formula(strain):
    t1, t2 = strained_bonds(strain)[1][:2]
    return t0 * abs(t2 - t1) / (t0 + t2)


def threshold_linear(strain):
    return 3 * beta * abs(strain) * t0 / 8


# Threshold from a search over the whole range of k_y, against the formula
def common_edge(ky, strain):
    return np.maximum(band_edge(ky, 0.0), band_edge(ky, strain))


ky_all = np.linspace(0, 2 * np.pi / (np.sqrt(3) * a), 3001)
step = ky_all[1] - ky_all[0]
for strain in (0.01, 0.05, -0.02):
    best = ky_all[np.argmin(common_edge(ky_all, strain))]
    found = minimize_scalar(lambda k: common_edge(k, strain)[0],
                            bounds=(best - step, best + step),
                            method="bounded", options={"xatol": 1e-10}).fun
    assert abs(found - threshold_formula(strain)) < 1e-6
errors = [abs(threshold_formula(s) / threshold_linear(s) - 1)
          for s in (1e-2, 1e-3)]
assert errors[0] < 0.03 and errors[1] < 0.15 * errors[0]


# Cone displacement for several crystal directions, by finding the Dirac point
def dirac_shift_y(strain, angle):
    vectors, hops = strained_bonds(strain, angle)
    start = K_y * np.array([-np.sin(angle), np.cos(angle)])

    def bloch_parts(k):
        value = np.sum(hops * np.exp(1j * vectors @ k))
        return [value.real, value.imag]
    solution = root(bloch_parts, start, tol=1e-13)
    assert np.linalg.norm(bloch_parts(solution.x)) < 1e-9
    return solution.x[1] - start[1]


small = 1e-4
for degrees in (0, 10, 20, 30):
    angle = np.radians(degrees)
    expected = -beta * small / (2 * a) * np.cos(3 * angle)
    assert abs(dirac_shift_y(small, angle) - expected) \
        < 2e-3 * beta * small / (2 * a)

# Mode fraction and the effect of a scalar offset U, from lattice band edges
test_strain = 1e-3
test_delta = beta * test_strain / (2 * a)
q_grid = np.linspace(-4, 5, 18001) * test_delta
lead_edge = band_edge(K_y - q_grid, 0.0)
strip_edge = band_edge(K_y - q_grid, test_strain)
for ratio in (1.5, 2.0, 3.0):
    energy = ratio * threshold_linear(test_strain)
    in_lead = lead_edge <= energy
    in_both = in_lead & (strip_edge <= energy)
    assert abs(in_both.sum() / in_lead.sum() - (1 - 1 / ratio)) < 0.01


def blocked_energies(offset):
    # Midpoints avoid the Dirac energies 0 and offset, where the allowed k_y
    # interval has zero width and cannot be seen on a grid.
    energies = ((np.arange(800) + 0.5) / 200 - 2) * v * test_delta
    return np.array([e for e in energies if not np.any(
        (lead_edge <= abs(e)) & (strip_edge <= abs(e - offset)))])


scale = v * test_delta
for u in (-0.7, 0.0, 0.4):
    window = blocked_energies(u * scale)
    assert abs(window.min() / scale - (u - 1) / 2) < 0.015
    assert abs(window.max() / scale - (u + 1) / 2) < 0.015
assert blocked_energies(1.2 * scale).size == 0


# Lattice scattering through a strip of n_cells, at fixed k_y
def transmission(energy, q, strain, n_cells):
    t1, t2 = strained_bonds(strain)[1][:2]
    c = abs(np.cos(np.sqrt(3) * a * (K_y - np.atleast_1d(q)) / 2))
    cos_phase = (energy**2 - t0**2 - (2*t0*c)**2) / (4 * t0**2 * c)
    propagating = abs(cos_phase) < 1
    c, cos_phase = c[propagating], cos_phase[propagating]
    phase = -np.arccos(cos_phase)          # right-moving for energy > 0
    ratio_ba = (t0 + 2 * t0 * c * np.exp(1j * phase)) / energy
    amp_a, amp_b = np.ones_like(ratio_ba), ratio_ba.copy()
    right_intra = t0
    link = 2 * t2 * c
    for cell in range(n_cells + 1):        # step from right lead to left lead
        left_intra = t1 if cell < n_cells else t0
        new_b = (energy * amp_a - right_intra * amp_b) / link
        new_a = (energy * new_b - link * amp_a) / left_intra
        amp_a, amp_b, right_intra = new_a, new_b, left_intra
    incoming = (amp_b - ratio_ba.conj() * amp_a) / (ratio_ba - ratio_ba.conj())
    reflected = amp_a - incoming
    balance = abs(incoming)**2 - abs(reflected)**2 - 1
    assert np.all(abs(balance) < 1e-5 * abs(incoming)**2)
    return 1 / abs(incoming)**2


def lead_modes(energy, count):
    return energy / v * (2 * (np.arange(count) + 0.5) / count - 1)


e_star = threshold_formula(0.01)
below = transmission(0.9*e_star, lead_modes(0.9*e_star, 3000), 0.01, 2000)
above = transmission(1.2*e_star, lead_modes(1.2*e_star, 3000), 0.01, 2000)
assert below.max() < 1e-6 and above.max() > 0.5

# Slowest evanescent decay, from the fall of transmission with strip width
for fraction in (0.3, 0.6):
    energy = fraction * threshold_linear(test_strain)
    grazing = 0.999 * energy / v
    t_short = transmission(energy, grazing, test_strain, 4000)[0]
    t_long = transmission(energy, grazing, test_strain, 7000)[0]
    measured = np.log(t_short / t_long) / (2*3000*1.5*a*(1 + test_strain))
    assert abs(measured / (test_delta * np.sqrt(1 - fraction)) - 1) < 0.01


# Thermal average of the available mode fraction
def thermal_fraction(e_threshold, fermi, kt):
    def total(edge):
        return (np.logaddexp(0, (fermi - edge) / kt)
                + np.logaddexp(0, (-fermi - edge) / kt))
    return total(e_threshold) / total(0.0)


def thermal_integral(edge, fermi, kt):
    return quad(lambda e: max(abs(e) - edge, 0)
                / (4 * kt * np.cosh((e - fermi) / (2 * kt))**2),
                -0.8, 0.8, points=sorted({-edge, 0.0, fermi, edge}),
                limit=300)[0]


direct = thermal_integral(0.03, 0.01, 0.02) / thermal_integral(0, 0.01, 0.02)
assert abs(direct / thermal_fraction(0.03, 0.01, 0.02) - 1) < 1e-5


# Sublattice relaxation in a harmonic bond-and-angle force model (a = 1)
def spring_energy(exx, eyy, shift, bend):
    phi = np.array([0, 2, 4]) * np.pi / 3
    x = (1 + exx) * np.cos(phi) - shift
    y = (1 + eyy) * np.sin(phi)
    stretch = np.hypot(x, y) - 1
    direction = np.arctan2(y, x)
    turn = (np.roll(direction, -1) - direction) % (2*np.pi) - 2*np.pi/3
    return 0.5 * np.sum(stretch**2) + bend * np.sum(turn**2), stretch


def relax(exx, eyy, bend):
    size = 1e-4
    best = minimize_scalar(
        lambda s: spring_energy(exx, eyy, s*size, bend)[0] / size**2,
        bounds=(-3, 3), method="bounded", options={"xatol": 1e-9})
    return best.fun, spring_energy(exx, eyy, best.x * size, bend)[1]


e = 1e-4
for bend in (0.05, 0.10):
    shear_energy = relax(e, -e, bend)[0]
    area_energy = relax(e, e, bend)[0]
    modulus_ratio = shear_energy / area_energy
    relaxed = relax(e, 0.0, bend)[1]
    affine = spring_energy(e, 0.0, 0.0, bend)[1]
    reduction = (relaxed[0] - relaxed[1]) / (affine[0] - affine[1])
    poisson = -minimize_scalar(lambda s: relax(e, s * e, bend)[0],
                               bounds=(-1, 1), method="bounded",
                               options={"xatol": 1e-8}).x
    assert abs(reduction - modulus_ratio) < 2e-3
    assert abs(reduction - 12 * bend / (1 + 6 * bend)) < 2e-3
    assert abs(reduction - (1 - poisson) / (1 + poisson)) < 2e-3

# Worked example: rough parameters of clean graphene suspended over a trench
strain, width_nm, lateral_nm, fermi = 0.01, 100.0, 1000.0, 0.010
poisson_rough, deformation_rough = 0.17, 3.0
t1, t2 = strained_bonds(strain)[1][:2]
delta = beta * strain / (2 * a)
linear, finite = threshold_linear(strain), threshold_formula(strain)
hartree = constants.physical_constants["Hartree energy in eV"][0]
k_b = constants.k / constants.e
kappa = delta * np.sqrt(1 - fermi / linear)
cells = round(10 * width_nm / (1.5 * a * (1 + strain)))
t_below = transmission(fermi, lead_modes(fermi, 2000), strain, cells)
high = 2 * linear
t_above = transmission(high, lead_modes(high, 2000), strain, cells)
factor = (1 - poisson_rough) / (1 + poisson_rough)
relaxed_star = factor * linear
relaxed_kappa = factor * delta * np.sqrt(1 - fermi / relaxed_star)
offset = deformation_rough * strain
low_edge, high_edge = offset/2 - relaxed_star, offset/2 + relaxed_star

print(f"bond length a = {a:.2f} angstrom")
print(f"unstrained hopping t0 = {t0:.2f} eV")
print(f"hopping decay parameter beta = {beta:.1f} (no unit)")
print(f"strain u_xx = {strain:.3f} (no unit)")
print(f"strip width L = {width_nm:.0f} nm")
print(f"lateral size W = {lateral_nm:.0f} nm")
print(f"Fermi energy in leads = {fermi:.3f} eV")
print(f"carrier density in leads at T=0 = "
      f"{fermi**2 / (np.pi * v**2) * 1e16:.2e} cm^-2")
print(f"v (times hbar) = {v:.3f} eV angstrom")
print(f"strained hopping t1 = {t1:.4f} eV")
print(f"strained hopping t2 = {t2:.4f} eV")
print(f"cone displacement Delta = {delta:.5f} 1/angstrom")
print(f"lead mode limit E/v = {fermi / v:.5f} 1/angstrom")
print(f"threshold, first order = {linear:.5f} eV")
print(f"threshold, first order = {linear / hartree:.6f} hartree")
print(f"threshold, finite strain = {finite:.5f} eV")
print(f"first-order excess over finite-strain value = "
      f"{100 * (linear / finite - 1):.2f} percent")
print(f"slowest decay constant kappa_min = {kappa:.5f} 1/angstrom")
print(f"intensity decay length 1/(2 kappa_min) = {0.05 / kappa:.2f} nm")
print(f"exponent 2 kappa_min L = {20 * kappa * width_nm:.2f} (no unit)")
print(f"exp(-2 kappa_min L) = {np.exp(-20*kappa*width_nm):.2e} (no unit)")
print(f"lattice mean transmission at Fermi energy = "
      f"{t_below.mean():.2e} (no unit)")
print(f"comparison energy above threshold = {high:.5f} eV")
print(f"available mode fraction there = {1 - linear / high:.3f} (no unit)")
print(f"lattice mean transmission there = {t_above.mean():.3f} (no unit)")
print(f"rough Poisson ratio = {poisson_rough:.2f} (no unit)")
print(f"sublattice relaxation factor = {factor:.3f} (no unit)")
print(f"threshold with relaxation = {relaxed_star:.5f} eV")
print(f"exponent 2 kappa_min L with relaxation = "
      f"{20 * relaxed_kappa * width_nm:.2f} (no unit)")
print(f"rough unscreened deformation constant = {deformation_rough:.1f} eV")
print(f"unscreened offset magnitude |U| = {offset:.4f} eV")
print(f"window for U>0, relaxed: {low_edge:.5f} to {high_edge:.5f} eV")
print(f"window for U<0, relaxed: {-high_edge:.5f} to {-low_edge:.5f} eV")
print(f"largest |U| of either sign that keeps Fermi energy blocked = "
      f"{2 * (relaxed_star - fermi):.5f} eV")
for temperature in (10, 300):
    kt = k_b * temperature
    print(f"thermal energy at {temperature} K = {kt:.5f} eV")
    print(f"thermal mode fraction at {temperature} K, relaxed, U=0 = "
          f"{thermal_fraction(relaxed_star, fermi, kt):.2e} (no unit)")
print(f"lateral momentum step pi/W = "
      f"{np.pi / (10 * lateral_nm):.6f} 1/angstrom")
print(f"lateral step over relaxed displacement = "
      f"{np.pi / (10 * lateral_nm * factor * delta):.4f} (no unit)")
print("every check passed")
```

Output:

```
bond length a = 1.42 angstrom
unstrained hopping t0 = 2.70 eV
hopping decay parameter beta = 3.0 (no unit)
strain u_xx = 0.010 (no unit)
strip width L = 100 nm
lateral size W = 1000 nm
Fermi energy in leads = 0.010 eV
carrier density in leads at T=0 = 9.62e+09 cm^-2
v (times hbar) = 5.751 eV angstrom
strained hopping t1 = 2.6202 eV
strained hopping t2 = 2.6798 eV
cone displacement Delta = 0.01056 1/angstrom
lead mode limit E/v = 0.00174 1/angstrom
threshold, first order = 0.03037 eV
threshold, first order = 0.001116 hartree
threshold, finite strain = 0.02989 eV
first-order excess over finite-strain value = 1.64 percent
slowest decay constant kappa_min = 0.00865 1/angstrom
intensity decay length 1/(2 kappa_min) = 5.78 nm
exponent 2 kappa_min L = 17.30 (no unit)
exp(-2 kappa_min L) = 3.06e-08 (no unit)
lattice mean transmission at Fermi energy = 7.12e-09 (no unit)
comparison energy above threshold = 0.06075 eV
available mode fraction there = 0.500 (no unit)
lattice mean transmission there = 0.240 (no unit)
rough Poisson ratio = 0.17 (no unit)
sublattice relaxation factor = 0.709 (no unit)
threshold with relaxation = 0.02155 eV
exponent 2 kappa_min L with relaxation = 10.97 (no unit)
rough unscreened deformation constant = 3.0 eV
unscreened offset magnitude |U| = 0.0300 eV
window for U>0, relaxed: -0.00655 to 0.03655 eV
window for U<0, relaxed: -0.03655 to 0.00655 eV
largest |U| of either sign that keeps Fermi energy blocked = 0.02310 eV
thermal energy at 10 K = 0.00086 eV
thermal mode fraction at 10 K, relaxed, U=0 = 1.30e-07 (no unit)
thermal energy at 300 K = 0.02585 eV
thermal mode fraction at 300 K, relaxed, U=0 = 5.29e-01 (no unit)
lateral momentum step pi/W = 0.000314 1/angstrom
lateral step over relaxed displacement = 0.0419 (no unit)
every check passed
```
